**Random ligand redistribution between HfA₄ and HfB₄**

With A = dimethylamido, B = diethylamido and k the number of B ligands per hafnium atom, complete random exchange in an equimolar mixture gives HfA₄₋ₖBₖ in the mole ratio 1:4:6:4:1. The program asserts this by listing all 16 ligand words, by grouping them under the 12 rotations of a tetrahedron, and by minimizing the free energy numerically under ligand conservation. It enumerates every placement for two and four molecules and compares the result with the finite-batch formula. It also integrates the five-species swap equations and compares them with the closed formula for incomplete exchange. Further assertions cover equal masses instead of equal moles, an assumed energy of ±5 meV per unlike ligand pair, and the vapour formulas under Raoult's law with log-linear vapour pressures. For assumed parent pressures of 1 and 0.1 Torr, the output shows a fall from 0.55 to 0.37 Torr on redistribution and a vapour richer in A than the liquid. Decomposition and dimer formation are not modelled.

## Check in Python

```python
"""Random ligand redistribution between HfA4 and HfB4.
A = dimethylamido, B = diethylamido, k = number of B ligands on one Hf.
Result under test: equal moles of the parents, exchanged at random, give
HfA(4-k)B(k), k = 0..4, in the mole ratio 1:4:6:4:1.
p = fraction of B among all ligands, x_k = mole fraction in the liquid,
y_k = mole fraction in the vapour. Also sized: finite batch, incomplete
exchange, pair energy, weighing by mass, and unequal volatility.
"""
from itertools import combinations, permutations, product
from math import comb
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import minimize

k_values = np.arange(5)
multiplicity = np.array([comb(4, k) for k in range(5)], float)


def binomial(p):
    return multiplicity * p**k_values * (1 - p)**(4 - k_values)


def show(label, values, unit="", digits=4):
    text = " ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


# Enumeration of the labelled ligand words on four sites
words = list(product((0, 1), repeat=4))
counts = np.bincount([sum(word) for word in words], minlength=5)
assert counts.tolist() == [1, 4, 6, 4, 1]
x_random = counts / len(words)

# Stereoisomers: orbits under the proper rotations (even permutations)
rotations = [q for q in permutations(range(4))
             if sum(q[i] > q[j] for i, j in combinations(range(4), 2)) % 2 == 0]
orbits = {frozenset(tuple(w[i] for i in q) for q in rotations) for w in words}
orbits = sorted(orbits, key=lambda orbit: sum(next(iter(orbit))))
orbit_sizes = [len(orbit) for orbit in orbits]
symmetry_numbers = []
for orbit in orbits:
    w = next(iter(orbit))
    symmetry_numbers.append(
        sum(tuple(w[i] for i in q) == w for q in rotations))
assert len(rotations) == 12 and len(orbits) == 5
assert orbit_sizes == counts.tolist()
assert [12 // s for s in symmetry_numbers] == counts.tolist()


# Finite batch: every placement of 2N B ligands on 4N sites
def finite_formula(n_molecules):
    total = comb(4 * n_molecules, 2 * n_molecules)
    return np.array([comb(4, k) * comb(4 * n_molecules - 4,
                     2 * n_molecules - k) / total for k in range(5)])


finite_results = {}
placements = {}
for n_molecules in (2, 4):
    histogram = np.zeros(5)
    number = 0
    for chosen in combinations(range(4 * n_molecules), 2 * n_molecules):
        number += 1
        b_count = [0] * n_molecules
        for site in chosen:
            b_count[site // 4] += 1
        for b in b_count:
            histogram[b] += 1
    finite_results[n_molecules] = histogram / histogram.sum()
    placements[n_molecules] = number
    assert np.allclose(finite_results[n_molecules],
                       finite_formula(n_molecules), atol=1e-13)
excess_1000 = finite_formula(1000)[2] / x_random[2] - 1
assert abs(excess_1000 * 2 * 1000 - 1) < 5e-3  # next order is of size 1/N


# Equilibrium by constrained minimization of the free energy
def minimized_composition(p, energy_over_kT):
    def free_energy(x):
        return np.sum(x * (np.log(x / multiplicity) + energy_over_kT))

    def gradient(x):
        return np.log(x / multiplicity) + 1 + energy_over_kT

    conditions = [
        {"type": "eq", "fun": lambda x: np.sum(x) - 1,
         "jac": lambda x: np.ones(5)},
        {"type": "eq", "fun": lambda x: k_values @ x - 4 * p,
         "jac": lambda x: k_values.astype(float)}]
    return minimize(free_energy, np.full(5, 0.2), jac=gradient,
                    method="SLSQP", bounds=[(1e-9, 1)] * 5,
                    constraints=conditions,
                    options={"ftol": 1e-14, "maxiter": 500}).x


# Tolerance 1e-5: a minimum fixes x only to about the root of ftol
assert np.allclose(minimized_composition(0.5, np.zeros(5)), x_random, atol=1e-5)
K_exchange = x_random[2]**2 / (x_random[0] * x_random[4])
assert abs(K_exchange - 36) < 1e-12

# Weighing: standard atomic weights in g/mol are inputs
weight = {"Hf": 178.49, "C": 12.011, "H": 1.008, "N": 14.007}
mass_A4 = weight["Hf"] + 4 * (weight["N"] + 2 * weight["C"] + 6 * weight["H"])
mass_B4 = weight["Hf"] + 4 * (weight["N"] + 4 * weight["C"] + 10 * weight["H"])
moles_each = 0.1
p_equal_mass = (1 / mass_B4) / (1 / mass_A4 + 1 / mass_B4)
x_equal_mass = binomial(p_equal_mass)
assert np.allclose(minimized_composition(p_equal_mass, np.zeros(5)),
                   x_equal_mass, atol=1e-5)
species_moles = 2 * moles_each * x_random
species_masses = mass_A4 + k_values * (mass_B4 - mass_A4) / 4
assert abs(species_moles @ species_masses
           - moles_each * (mass_A4 + mass_B4)) < 1e-10


# Approach to equilibrium: two molecules meet and swap one random ligand each
def swap_rates(_, x):
    change = np.zeros(5)
    for j in range(5):
        for m in range(5):
            for a in (0, 1):
                for b in (0, 1):
                    pick_a = j / 4 if a else 1 - j / 4
                    pick_b = m / 4 if b else 1 - m / 4
                    rate = 0.5 * x[j] * x[m] * pick_a * pick_b
                    if rate != 0:
                        change[j] -= rate
                        change[m] -= rate
                        change[j - a + b] += rate
                        change[m - b + a] += rate
    return change


swap_numbers = [4.0, 12.0]
solution = solve_ivp(swap_rates, (0, 12), [0.5, 0, 0, 0, 0.5],
                     t_eval=swap_numbers, rtol=1e-9, atol=1e-11)
for column, n_swaps in enumerate(swap_numbers):
    memory = np.exp(-n_swaps / 4)
    formula = (binomial((1 + memory) / 2) + binomial((1 - memory) / 2)) / 2
    assert np.allclose(solution.y[:, column], formula, atol=1e-7)
    parent = (1 + 6 * memory**2 + memory**4) / 16
    assert abs(solution.y[0, column] - parent) < 1e-7

# Energy preference per unlike ligand pair within one molecule
temperature = 350.0
kT_meV = 1e3 * constants.k * temperature / constants.e
pair_energy_meV = 5.0
unlike_pairs = np.zeros(5)
for w in words:
    unlike_pairs[sum(w)] = sum(w[i] != w[j]
                               for i, j in combinations(range(4), 2))
x_energy = {}
for sign in (1, -1):
    boltzmann = multiplicity * np.exp(
        -sign * pair_energy_meV * k_values * (4 - k_values) / kT_meV)
    x_energy[sign] = boltzmann / boltzmann.sum()
    numerical = minimized_composition(
        0.5, sign * pair_energy_meV * unlike_pairs / kT_meV)
    assert np.allclose(numerical, x_energy[sign], atol=1e-5)

# Vapour over the liquid: Raoult's law, ln(pressure) linear in k
pressure_A4, pressure_B4 = 1.0, 0.1
pure_pressures = np.exp(np.interp(k_values, [0, 4],
                                  np.log([pressure_A4, pressure_B4])))
partial_pressures = x_random * pure_pressures
total_pressure = partial_pressures.sum()
y_vapour = partial_pressures / total_pressure
r = (pressure_B4 / pressure_A4)**0.25
assert np.allclose(y_vapour, multiplicity * r**k_values / (1 + r)**4)
assert np.isclose(total_pressure,
                  ((pressure_A4**0.25 + pressure_B4**0.25) / 2)**4)
fresh_pressure = (pressure_A4 + pressure_B4) / 2
assert total_pressure < fresh_pressure
p_vapour = k_values @ y_vapour / 4
assert np.isclose(p_vapour, r / (1 + r))

print("All lists run over k = 0 1 2 3 4 diethylamido ligands")
print("Number of labelled words:", len(words))
print("Words per composition:", *counts)
print("Rotational orbit sizes:", *orbit_sizes)
print("Rotational symmetry numbers:", *symmetry_numbers)
show("Random mole fractions x_k", x_random)
show("K of HfA4 + HfB4 = 2 HfA2B2", K_exchange, digits=2)
for n_molecules in (2, 4):
    print(f"Placements for N = {n_molecules}:", placements[n_molecules])
    show(f"x_k for N = {n_molecules}", finite_results[n_molecules])
print(f"Relative excess of x_2 for N = 1000: {excess_1000:.3e}")
batch_molecules = 2 * moles_each * constants.N_A
print(f"Molecules in the vessel: {batch_molecules:.3e}")
print(f"Relative excess of x_2 in the vessel: {1/(2*batch_molecules):.1e}")
show("Moles of each parent", moles_each, "mol", 2)
show("Molar masses HfA4, HfB4", [mass_A4, mass_B4], "g/mol", 2)
show("Masses weighed in HfA4, HfB4",
     [moles_each * mass_A4, moles_each * mass_B4], "g", 2)
show("Amounts after exchange", 1e3 * species_moles, "mmol", 1)
for column, n_swaps in enumerate(swap_numbers):
    show(f"Site memory s after {n_swaps:.0f} swaps per molecule",
         np.exp(-n_swaps / 4))
    show(f"x_k after {n_swaps:.0f} swaps per molecule", solution.y[:, column])
show("Temperature", temperature, "K", 0)
show("Thermal energy k_B T", kT_meV, "meV", 2)
show("Assumed pair energy, size", pair_energy_meV, "meV", 1)
print("Unlike pairs per molecule:", *unlike_pairs.astype(int))
show("x_k with unlike pairs disfavoured", x_energy[1])
show("x_k with unlike pairs favoured", x_energy[-1])
show("B ligand fraction p for equal masses", p_equal_mass)
show("x_k for equal masses", x_equal_mass)
show("Assumed pure vapour pressures P_k", pure_pressures, "Torr")
show("Volatility ratio per ligand r", r)
show("Vapour mole fractions y_k", y_vapour)
show("B ligand fraction in vapour", p_vapour)
show("Pressure of fresh unexchanged mixture", fresh_pressure, "Torr")
show("Pressure after redistribution", total_pressure, "Torr")
show("Pressure drop by redistribution",
     100 * (1 - total_pressure / fresh_pressure), "percent", 1)
print("done: every assertion held")
```

Running it gives:

```
All lists run over k = 0 1 2 3 4 diethylamido ligands
Number of labelled words: 16
Words per composition: 1 4 6 4 1
Rotational orbit sizes: 1 4 6 4 1
Rotational symmetry numbers: 12 3 2 3 12
Random mole fractions x_k: 0.0625 0.2500 0.3750 0.2500 0.0625
K of HfA4 + HfB4 = 2 HfA2B2: 36.00
Placements for N = 2: 70
x_k for N = 2: 0.0143 0.2286 0.5143 0.2286 0.0143
Placements for N = 4: 12870
x_k for N = 4: 0.0385 0.2462 0.4308 0.2462 0.0385
Relative excess of x_2 for N = 1000: 5.003e-04
Molecules in the vessel: 1.204e+23
Relative excess of x_2 in the vessel: 4.2e-24
Moles of each parent: 0.10 mol
Molar masses HfA4, HfB4: 354.80 467.01 g/mol
Masses weighed in HfA4, HfB4: 35.48 46.70 g
Amounts after exchange: 12.5 50.0 75.0 50.0 12.5 mmol
Site memory s after 4 swaps per molecule: 0.3679
x_k after 4 swaps per molecule: 0.1144 0.2454 0.2804 0.2454 0.1144
Site memory s after 12 swaps per molecule: 0.0498
x_k after 12 swaps per molecule: 0.0634 0.2500 0.3731 0.2500 0.0634
Temperature: 350 K
Thermal energy k_B T: 30.16 meV
Assumed pair energy, size: 5.0 meV
Unlike pairs per molecule: 0 3 4 3 0
x_k with unlike pairs disfavoured: 0.1004 0.2443 0.3105 0.2443 0.1004
x_k with unlike pairs favoured: 0.0373 0.2454 0.4345 0.2454 0.0373
B ligand fraction p for equal masses: 0.4317
x_k for equal masses: 0.1043 0.3169 0.3611 0.1829 0.0347
Assumed pure vapour pressures P_k: 1.0000 0.5623 0.3162 0.1778 0.1000 Torr
Volatility ratio per ligand r: 0.5623
Vapour mole fractions y_k: 0.1678 0.3775 0.3185 0.1194 0.0168
B ligand fraction in vapour: 0.3599
Pressure of fresh unexchanged mixture: 0.5500 Torr
Pressure after redistribution: 0.3724 Torr
Pressure drop by redistribution: 32.3 percent
done: every assertion held
```
